**Bow without thermal stress in a free silicon wafer**

A free disc of radius $R$ and thickness $h$, with expansion coefficient $\alpha$ and a linear temperature difference $\Delta T$ through its thickness, bows by $\alpha\Delta T R^2/(2h)$ without thermal stress in linear elasticity. The program minimizes the three-dimensional elastic energy of cubic silicon, given only the thermal strain, and asserts that the bow agrees with this formula and that the stress vanishes to numerical accuracy. The output gives 37.74 µm from both routes, with a residual stress of about $10^{-7}$ Pa. Further assertions cover the wafer held flat, with 0.235 MPa compression at its hot face, and one-sided heating, which gives the same bow but leaves 78 kPa compression at the faces. Symbolic algebra confirms the displacement field and the incompatibility of a general temperature field. The program also asserts the formulas for weight sag, a cooler rim and finite deflection against separate numerical calculations. The sag of a rim-supported wafer under its own weight, about 104 µm, is larger than the thermal bow.

## Program and output

```python
"""
Result under test: a free disc (diameter 2R, thickness h, expansion alpha) with
a linear temperature difference dT through its thickness takes the curvature
kappa = alpha*dT/h and the bow kappa*R^2/2, with zero stress in linear elasticity.
Coordinates: z from the mid-plane to the hot face; X=x/R, Y=y/R, Z=z/h.
C11, C12, C44: cubic stiffnesses, crystal axes along x, y, z.
M: biaxial modulus of the (100) plane; E_eff: effective in-plane modulus.
Strain order: xx, yy, zz, yz, xz, xy, with engineering shear strains.
Independent road: minimization of the three-dimensional elastic energy over
polynomial displacements, given only the stress-free (misfit) strain.
All internal quantities are in SI units. Material values are rough typical ones.
"""
import numpy as np
import sympy as sp
from scipy.constants import g as gravity

R, h, alpha, dT = 0.150, 775e-6, 2.6e-6, 1.0
C11, C12, C44 = 166e9, 64e9, 80e9
density, heat_capacity, conductivity = 2330.0, 700.0, 150.0
T_room, k_exponent, alpha_slope = 300.0, 1.3, 1.0e-8
alpha_hot, rim_drop = 4.3e-6, 0.1

# ---------- derived formulas ----------
kappa = alpha * dT / h
bow = kappa * R**2 / 2
M = C11 + C12 - 2 * C12**2 / C11
S11 = (C11 + C12) / ((C11 - C12) * (C11 + 2 * C12))
S12 = -C12 / ((C11 - C12) * (C11 + 2 * C12))
S66 = 1 / C44
E_eff = 8 / (6 * S11 + 2 * S12 + S66)
nu_eff = 1 - E_eff / M
flat_face = -M * alpha * dT / 2
curved_face = -M * alpha * dT / 6
curved_middle = M * alpha * dT / 12
radial_rim = E_eff * alpha * rim_drop / 2
stretch_centre = E_eff * kappa**2 * R**2 / 16
stretch_rim = -E_eff * kappa**2 * R**2 / 8
flattening = E_eff / M * kappa**2 * R**4 / (16 * h**2)
plate_stiffness = M * h**3 / (12 * (1 + nu_eff))
weight = density * gravity * h
sag = (5 + nu_eff) * weight * R**4 / (64 * (1 + nu_eff) * plate_stiffness)
property_face = -M * dT**2 / 6 * (alpha * k_exponent / (2 * T_room)
                                 + alpha_slope / 2)
steady_flux = conductivity * dT / h
ramp_flux = 2 * conductivity * dT / h
diffusivity = conductivity / (density * heat_capacity)
ramp_rate = 2 * diffusivity * dT / h**2
settling_time = h**2 / (np.pi**2 * diffusivity)


def close(found, expected, tolerance):
    return abs(found - expected) <= tolerance * abs(expected)


# ---------- symbolic test of displacement and incompatibility ----------
x, y, z, curv = sp.symbols("x y z curv")
axes = (x, y, z)
disp = (curv * x * z, curv * y * z, curv * (z**2 - x**2 - y**2) / 2)
for i in range(3):
    for j in range(3):
        strain = (sp.diff(disp[i], axes[j]) + sp.diff(disp[j], axes[i])) / 2
        assert sp.simplify(strain - (curv * z if i == j else 0)) == 0
Tfield = sp.Function("T")(x, y, z)
laplacian = sum(sp.diff(Tfield, a, 2) for a in axes)
for i in range(3):
    for j in range(3):
        incompat = 0
        for k in range(3):
            for l in range(3):
                for m in range(3):
                    sign = sp.LeviCivita(i, k, l) * sp.LeviCivita(j, m, l)
                    if sign != 0:
                        incompat += sign * sp.diff(Tfield, axes[k], axes[m])
        target = (laplacian if i == j else 0) - sp.diff(Tfield, axes[i], axes[j])
        assert sp.simplify(incompat - target) == 0

# ---------- quadrature over the disc and through the thickness ----------
node, wt = np.polynomial.legendre.leggauss(7)
radius_nodes, radius_weights = np.sqrt((node + 1) / 2), wt / 2
angles = 2 * np.pi * (np.arange(20) + 0.5) / 20
disc = np.array([(r * np.cos(a), r * np.sin(a))
                 for r in radius_nodes for a in angles])
disc_weights = np.repeat(radius_weights / 20, 20)      # weights sum to one
z_node, z_wt = np.polynomial.legendre.leggauss(6)
points = np.array([(p[0], p[1], zz / 2) for p in disc for zz in z_node])
weights = np.array([w * v / 2 for w in disc_weights for v in z_wt])

# ---------- three-dimensional energy minimization ----------
stiffness = np.diag([C11, C11, C11, C44, C44, C44]).astype(float)
for i in range(3):
    for j in range(3):
        if i != j:
            stiffness[i, j] = C12
chol = np.linalg.cholesky(stiffness / M)
powers = [(a, b, c) for a in range(5) for b in range(5) for c in range(5)
          if 0 < a + b + c <= 4]
n_pow = len(powers)


def monomials(pts, derivative=None):
    columns = []
    for power in powers:
        value = np.ones(len(pts))
        for d in range(3):
            n = power[d]
            if d == derivative:
                value = value * n * pts[:, d] ** max(n - 1, 0)
            else:
                value = value * pts[:, d] ** n
        columns.append(value)
    return np.array(columns).T


def strain_matrix(pts):
    gx, gy, gz = (monomials(pts, d) / s for d, s in enumerate((R, R, h)))
    B = np.zeros((len(pts), 6, 3 * n_pow))
    ux, uy, uz = (slice(i * n_pow, (i + 1) * n_pow) for i in range(3))
    B[:, 0, ux], B[:, 4, ux], B[:, 5, ux] = gx, gz, gy
    B[:, 1, uy], B[:, 3, uy], B[:, 5, uy] = gy, gz, gx
    B[:, 2, uz], B[:, 3, uz], B[:, 4, uz] = gz, gy, gx
    return B


B_all = strain_matrix(points)


def relax(misfit, held_flat=False):
    """Return bow, a stress function and mean elastic energy density."""
    allowed = np.ones(3 * n_pow, dtype=bool)
    if held_flat:       # flat mid-plane and no rotation of its normals
        even = [p[2] % 2 == 0 for p in powers]
        off_plane = [p[2] >= 1 for p in powers]
        allowed = np.array(even + even + off_plane)
    root = np.sqrt(weights)[:, None]
    A = np.einsum("ji,njm->nim", chol, B_all[:, :, allowed]) * root[:, :, None]
    b = (misfit(points) @ chol) * root
    A, b = A.reshape(-1, A.shape[2]), b.reshape(-1)
    scale = np.linalg.norm(A, axis=0)
    scale[scale == 0] = 1
    solution = np.linalg.lstsq(A / scale, b, rcond=1e-13)[0] / scale
    coefficients = np.zeros(3 * n_pow)
    coefficients[allowed] = solution
    energy = 0.5 * M * np.sum((A @ solution - b) ** 2)

    def stress(pts):
        pts = np.atleast_2d(np.array(pts, dtype=float))
        elastic = strain_matrix(pts) @ coefficients - misfit(pts)
        return elastic @ stiffness

    rim = np.array([(np.cos(a), np.sin(a), 0.0) for a in angles])
    vertical = coefficients[2 * n_pow:]
    centre = (monomials(np.zeros((1, 3))) @ vertical)[0]
    return centre - np.mean(monomials(rim) @ vertical), stress, energy


def thermal(profile):
    def misfit(pts):
        result = np.zeros((len(pts), 6))
        result[:, :3] = (alpha * profile(pts))[:, None]
        return result
    return misfit


def hoop(stress, angle):
    c, s = np.cos(angle), np.sin(angle)
    sig = stress([(c, s, 0)])[0]
    return s * s * sig[0] + c * c * sig[1] - 2 * s * c * sig[5]


# linear profile: predicted bow and no stress
bow_3d, stress_linear, _ = relax(thermal(lambda p: dT * p[:, 2]))
residual_stress = np.max(np.abs(stress_linear(points)))
assert close(bow_3d, bow, 1e-6)
assert residual_stress < 1e-6 * M * alpha * dT
sphere_radius = 1 / kappa
sphere_height = sphere_radius - np.sqrt(sphere_radius**2 - R**2)
assert close(sphere_height, bow, 1e-5)

# the same profile with the wafer held flat
_, stress_flat, energy_flat = relax(thermal(lambda p: dT * p[:, 2]), True)
assert close(stress_flat([(0, 0, 0.5)])[0, 0], flat_face, 1e-4)
assert close(energy_flat, M * (alpha * dT) ** 2 / 12, 1e-4)

# curved profile: same bow, but stress remains
bow_curved, stress_curved, _ = relax(
    thermal(lambda p: dT * (p[:, 2] + 0.5) ** 2))
assert close(bow_curved, bow, 1e-3)
for height, expected in ((0.5, curved_face), (-0.5, curved_face),
                         (0.0, curved_middle)):
    assert close(stress_curved([(0, 0, height)])[0, 0], expected, 1e-3)

# cooler rim
_, stress_radial, _ = relax(
    thermal(lambda p: -rim_drop * (p[:, 0] ** 2 + p[:, 1] ** 2)))
for angle in (0.0, 0.6):
    assert close(hoop(stress_radial, angle), radial_rim, 1e-3)


# in-plane stretching forced by the finite slope of a spherical cap
def slope_misfit(pts):
    result = np.zeros((len(pts), 6))
    factor = -0.5 * (kappa * R) ** 2
    result[:, 0] = factor * pts[:, 0] ** 2
    result[:, 1] = factor * pts[:, 1] ** 2
    result[:, 5] = 2 * factor * pts[:, 0] * pts[:, 1]
    return result


_, stress_stretch, energy_stretch = relax(slope_misfit)
assert close(stress_stretch([(0, 0, 0)])[0, 0], stretch_centre, 1e-3)
for angle in (0.0, 0.6):
    assert close(hoop(stress_stretch, angle), stretch_rim, 1e-3)
assert close(energy_stretch, E_eff * kappa**4 * R**4 / 384, 1e-3)
# stationarity of energy_flat*(1-s)^2 + energy_stretch*s^4, s = curvature ratio
roots = np.roots([4 * energy_stretch, 0, 2 * energy_flat, -2 * energy_flat])
ratio = min(roots, key=lambda value: abs(value - 1)).real
assert close(1 - ratio, flattening, 1e-2)

# ---------- weight: anisotropic plate resting on its rim ----------
Q11, Q12 = C11 - C12**2 / C11, C12 - C12**2 / C11
bending = h**3 / 12 * np.array([[Q11, Q12, 0], [Q12, Q11, 0], [0, 0, C44]])


def planar(a, b, da, db):
    fa = np.prod([a - i for i in range(da)]) if da else 1
    fb = np.prod([b - i for i in range(db)]) if db else 1
    return (fa * fb * disc[:, 0] ** max(a - da, 0)
            * disc[:, 1] ** max(b - db, 0))


def rim_zero(a, b, da, db):     # derivatives of (1-X^2-Y^2) X^a Y^b
    return (planar(a, b, da, db) - planar(a + 2, b, da, db)
            - planar(a, b + 2, da, db))


plate_powers = [(a, b) for a in (0, 2, 4, 6) for b in (0, 2, 4, 6) if a + b <= 6]
curvatures = np.array([[rim_zero(a, b, 2, 0), rim_zero(a, b, 0, 2),
                        2 * rim_zero(a, b, 1, 1)]
                       for a, b in plate_powers]) / R**2
matrix = np.einsum("iap,ab,jbp,p->ij", curvatures, bending, curvatures,
                   disc_weights)
load = np.array([np.sum(disc_weights * weight * rim_zero(a, b, 0, 0))
                 for a, b in plate_powers])
sag_anisotropic = np.linalg.solve(matrix, load)[plate_powers.index((0, 0))]
assert close(sag_anisotropic, sag, 0.02)   # formula averages the anisotropy

# ---------- one-sided heating by time stepping ----------
cells = 80
dz = h / cells
diffusion = np.zeros((cells, cells))
for i in range(cells - 1):
    diffusion[i, i] -= 1
    diffusion[i, i + 1] += 1
    diffusion[i + 1, i + 1] -= 1
    diffusion[i + 1, i] += 1
step = 0.01 * h**2 / diffusivity
advance = np.linalg.inv(np.eye(cells) - step * diffusivity / dz**2 * diffusion)
source = np.zeros(cells)
source[-1] = ramp_flux / (density * heat_capacity * dz)
temperature = np.zeros(cells)
for _ in range(400):
    previous = temperature
    temperature = advance @ (temperature + step * source)
centres = (np.arange(cells) + 0.5) / cells
shape = temperature - temperature[0]
expected_shape = dT * (centres**2 - centres[0] ** 2)
assert np.max(np.abs(shape - expected_shape)) < 1e-3 * dT
assert close((temperature[0] - previous[0]) / step, ramp_rate, 1e-3)

# ---------- temperature-dependent conductivity and expansion ----------
def property_strain(Z):
    q = 1 - k_exponent
    low, high = (T_room - dT / 2) ** q, (T_room + dT / 2) ** q
    local = (low + (high - low) * (Z + 0.5)) ** (1 / q) - T_room
    return alpha * local + alpha_slope * local**2 / 2


Zq, Wq = z_node / 2, z_wt / 2
mean_strain = np.sum(Wq * property_strain(Zq))
slope_strain = 12 * np.sum(Wq * Zq * property_strain(Zq))
faces = np.array([-0.5, 0.5])
face_stress = M * (mean_strain + slope_strain * faces - property_strain(faces))
assert close(np.mean(face_stress), property_face, 0.01)

# ---------- printed results ----------
print(f"wafer diameter: {2*R*1e3:.0f} mm")
print(f"wafer thickness: {h*1e6:.0f} um")
print(f"expansion coefficient: {alpha*1e6:.1f} ppm/K")
print(f"temperature difference: {dT:.1f} K")
print(f"rough stiffness C11: {C11/1e9:.0f} GPa")
print(f"rough stiffness C12: {C12/1e9:.0f} GPa")
print(f"rough stiffness C44: {C44/1e9:.0f} GPa")
print(f"biaxial modulus M: {M/1e9:.1f} GPa")
print(f"effective in-plane modulus E: {E_eff/1e9:.1f} GPa")
print(f"effective Poisson ratio: {nu_eff:.3f} (no unit)")
print(f"strain difference between faces: {alpha*dT*1e6:.2f} ppm")
print(f"curvature: {kappa:.6f} 1/m")
print(f"radius of curvature: {1/kappa:.1f} m")
print(f"bow from formula: {bow*1e6:.2f} um")
print(f"bow from 3D energy minimization: {bow_3d*1e6:.2f} um")
print(f"largest 3D stress, numerical residue: {residual_stress:.1e} Pa")
print(f"hot-face stress if held flat: {flat_face/1e6:.3f} MPa")
print(f"rough thermal conductivity: {conductivity:.0f} W/(m K)")
print(f"steady heat flux for this difference: {steady_flux/1e4:.1f} W/cm2")
print(f"rough heat capacity: {heat_capacity:.0f} J/(kg K)")
print(f"thermal settling time: {settling_time*1e3:.2f} ms")
print(f"one-sided heating, flux: {ramp_flux/1e4:.1f} W/cm2")
print(f"one-sided heating, ramp rate: {ramp_rate:.0f} K/s")
print(f"one-sided heating, 3D bow: {bow_curved*1e6:.2f} um")
print(f"one-sided heating, face stress: {curved_face/1e3:.1f} kPa")
print(f"one-sided heating, mid-plane stress: {curved_middle/1e3:.1f} kPa")
print(f"rough density: {density:.0f} kg/m3")
print(f"weight per area: {weight:.2f} Pa")
print(f"plate bending stiffness: {plate_stiffness:.2f} N m")
print(f"rim-supported weight sag, formula: {sag*1e6:.1f} um")
print(f"rim-supported weight sag, anisotropic: {sag_anisotropic*1e6:.1f} um")
print(f"weight sag / thermal bow: {sag/bow:.2f} (no unit)")
print(f"assumed radial temperature drop: {rim_drop:.1f} K")
print(f"rim hoop stress from radial drop: {radial_rim/1e3:.1f} kPa")
print(f"finite-deflection centre stress: {stretch_centre/1e3:.2f} kPa")
print(f"finite-deflection rim hoop stress: {stretch_rim/1e3:.2f} kPa")
print(f"finite-deflection loss of bow: {flattening*100:.3f} percent")
print(f"mean temperature for property estimate: {T_room:.0f} K")
print(f"rough conductivity power, k ~ T^-n: n = {k_exponent:.1f} (no unit)")
print(f"rough slope of expansion: {alpha_slope*1e6:.3f} ppm/K2")
print(f"face stress from variable properties: {property_face:.0f} Pa")
print(f"rough expansion near 1200 K: {alpha_hot*1e6:.1f} ppm/K")
print(f"bow with that expansion: {bow*alpha_hot/alpha*1e6:.1f} um")
print("finished without a failed check")
```

Printed output:

```
wafer diameter: 300 mm
wafer thickness: 775 um
expansion coefficient: 2.6 ppm/K
temperature difference: 1.0 K
rough stiffness C11: 166 GPa
rough stiffness C12: 64 GPa
rough stiffness C44: 80 GPa
biaxial modulus M: 180.7 GPa
effective in-plane modulus E: 147.5 GPa
effective Poisson ratio: 0.184 (no unit)
strain difference between faces: 2.60 ppm
curvature: 0.003355 1/m
radius of curvature: 298.1 m
bow from formula: 37.74 um
bow from 3D energy minimization: 37.74 um
largest 3D stress, numerical residue: 1.0e-07 Pa
hot-face stress if held flat: -0.235 MPa
rough thermal conductivity: 150 W/(m K)
steady heat flux for this difference: 19.4 W/cm2
rough heat capacity: 700 J/(kg K)
thermal settling time: 0.66 ms
one-sided heating, flux: 38.7 W/cm2
one-sided heating, ramp rate: 306 K/s
one-sided heating, 3D bow: 37.74 um
one-sided heating, face stress: -78.3 kPa
one-sided heating, mid-plane stress: 39.1 kPa
rough density: 2330 kg/m3
weight per area: 17.71 Pa
plate bending stiffness: 5.92 N m
rim-supported weight sag, formula: 103.6 um
rim-supported weight sag, anisotropic: 103.2 um
weight sag / thermal bow: 2.75 (no unit)
assumed radial temperature drop: 0.1 K
rim hoop stress from radial drop: 19.2 kPa
finite-deflection centre stress: 2.33 kPa
finite-deflection rim hoop stress: -4.67 kPa
finite-deflection loss of bow: 0.048 percent
mean temperature for property estimate: 300 K
rough conductivity power, k ~ T^-n: n = 1.3 (no unit)
rough slope of expansion: 0.010 ppm/K2
face stress from variable properties: -320 Pa
rough expansion near 1200 K: 4.3 ppm/K
bow with that expansion: 62.4 um
finished without a failed check
```
